# Finding E00 of a Schottky contact from its thermal conductance rise: a program that tests the result

```python
# Result under test: the field-emission conductance of a Schottky contact obeys
#   G(T)/G(0) = x/sin(x),  x = pi*c1*kT,  c1 = arcsinh(sqrt(phi/uF))/E00,
# so a measured thermal increase gives c1, and then E00 if phi and uF are known.
# phi: barrier above Fermi level; uF: Fermi energy above bulk band edge;
# Eb = phi+uF: band bending; E00 = (hbar/2)*sqrt(N/(m*eps)), all in eV;
# N: donor density; m: effective mass; eps: permittivity; kT: thermal energy.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit

q, hbar = const.e, const.hbar
mass_ratio, eps_ratio = 0.20, 8.9
m, eps = mass_ratio * const.m_e, eps_ratio * const.epsilon_0
phi, temperature, increase = 0.45, 300.0, 0.081
gap = 3.4
kT = const.k * temperature / q
nodes, weights = np.polynomial.legendre.leggauss(200)


def char_energy(N):
    return hbar / 2 * np.sqrt(N / (m * eps))


def fermi_zero(N):
    return hbar**2 * (3 * np.pi**2 * N)**(2 / 3) / (2 * m * q)


def width(N, Eb):
    return np.sqrt(2 * eps * Eb / (q * N))


def exponent(e, Eb, E00):
    e = np.minimum(e, Eb)
    root = np.maximum(np.sqrt(Eb / e), 1.0)
    return (np.sqrt(Eb * (Eb - e)) - e * np.arccosh(root)) / E00


def exponent_definition(e, Eb, N):
    w = width(N, Eb)
    turn = 1 - np.sqrt(e / Eb)
    val = quad(lambda s: np.sqrt(max(Eb * (1 - s)**2 - e, 0.0)),
               0, turn, epsabs=1e-12, epsrel=1e-11, limit=200)[0]
    return 2 * np.sqrt(2 * m * q) / hbar * w * val


def slope_formula(N, barrier):
    return np.arcsinh(np.sqrt(barrier / fermi_zero(N))) / char_energy(N)


def invert_factor(d):
    return brentq(lambda x: x / np.sin(x) - 1 - d, 1e-6, 3.0, xtol=1e-14)


def recover(d, barrier):
    slope = invert_factor(d) / (np.pi * kT)
    return brentq(lambda N: slope_formula(N, barrier) - slope, 1e25, 1e27,
                  xtol=1e15, rtol=1e-13)


def supply_integral(uF, thermal, b_function):
    # integral over normal energy of transmission times occupation
    low = max(0.0, uF - 40 * kT)
    pieces = [(0.0, low), (low, uF)]
    if thermal:
        pieces.append((uF, uF + 30 * kT))
    total = 0.0
    for a, b in pieces:
        if b > a:
            e = (a + b) / 2 + (b - a) / 2 * nodes
            occ = expit(-(e - uF) / kT) if thermal else 1.0
            total += (b - a) / 2 * np.sum(weights * np.exp(-b_function(e)) * occ)
    return total


def wkb_integral(uF, barrier, E00, thermal):
    return supply_integral(uF, thermal,
                           lambda e: exponent(e, uF + barrier, E00))


def fermi_thermal(u0):
    # chemical potential at fixed electron density
    def excess(u):
        top = np.sqrt(u0 + 40 * kT)
        t = top / 2 * (1 + nodes)
        return 3 * top / 2 * np.sum(weights * t**2 * expit(-(t*t - u) / kT)) - u0**1.5
    return brentq(excess, u0 - 5 * kT, u0 + kT, xtol=1e-13)


def full_increase(N, barrier):
    u0, E00 = fermi_zero(N), char_energy(N)
    hot = wkb_integral(fermi_thermal(u0), barrier, E00, True)
    return hot / wkb_integral(u0, barrier, E00, False) - 1


def grid_exponent(e, uF, N, image_strength):
    # barrier integrated on a space grid, with optional image-force term
    Eb = uF + phi
    w = width(N, Eb)
    s = (np.arange(4000) + 0.5) / 4000
    V = Eb * (1 - s)**2 - image_strength / (s * w)
    area = np.sqrt(np.maximum(V[None, :] - e[:, None], 0)).mean(axis=1) * w
    return 2 * np.sqrt(2 * m * q) / hbar * area


def thermal_factor_quadrature(slope):
    def g(E):
        return np.exp(slope * E) * expit(-E / kT)
    below = quad(g, -40 / slope, 0, epsrel=1e-11, limit=300)[0]
    above = quad(g, 0, 60 * kT, epsrel=1e-11, limit=300)[0]
    return slope * (below + above)


# Standard inversion
x = invert_factor(increase)
c1 = x / (np.pi * kT)
E00_short = 1 / c1
N = recover(increase, phi)
E00, uF = char_energy(N), fermi_zero(N)
Eb = phi + uF
L = np.arcsinh(np.sqrt(phi / uF))
b_fermi = float(exponent(uF, Eb, E00))

# Exponent and its derivatives against the defining tunnelling integral
for e in (0.2 * uF, uF, uF + 0.5 * phi):
    assert abs(exponent(e, Eb, E00) / exponent_definition(e, Eb, N) - 1) < 1e-6
h = 1e-3
slope_num = -(exponent_definition(uF + h, Eb, N)
              - exponent_definition(uF - h, Eb, N)) / (2 * h)
assert abs(slope_num / (L / E00) - 1) < 1e-4
barrier_slope = np.sqrt(phi / Eb) / E00
barrier_num = (exponent_definition(uF, Eb + h, N)
               - exponent_definition(uF, Eb - h, N)) / (2 * h)
assert abs(barrier_num / barrier_slope - 1) < 1e-4

# Thermal factor, and forward test of the recovered contact
for slope in (3.0, 10.0, 20.0):
    y = np.pi * slope * kT
    assert abs(thermal_factor_quadrature(slope) / (y / np.sin(y)) - 1) < 1e-7
forward = thermal_factor_quadrature(slope_num) - 1
assert abs(forward - increase) < 5e-5
assert 0.115 < E00_short < 0.125 and 0.115 < E00 < 0.125

# Small-increase inverse has a cubic error; the slope is monotonic in doping
series_error = [abs(invert_factor(d)**2 - 6*d + 4.2*d*d) for d in (0.04, 0.02)]
assert 6 < series_error[0] / series_error[1] < 10
x_series = np.sqrt(6 * increase - 4.2 * increase**2)
trial_N = np.geomspace(1e25, 1e27, 60)
assert np.all(np.diff(slope_formula(trial_N, phi)) < 0)

# Full barrier approaches the standard factor when its energies are enlarged
limit_errors = []
for scale in (1, 10, 100):
    hot = wkb_integral(scale * uF, scale * phi, E00, True)
    cold = wkb_integral(scale * uF, scale * phi, E00, False)
    limit_errors.append(abs((hot / cold - 1) / increase - 1))
assert limit_errors[0] > limit_errors[1] > limit_errors[2]
assert limit_errors[2] < 0.01

# Neglected effects
linear = lambda e: -c1 * (e - uF)
bottom_increase = (supply_integral(uF, True, linear)
                   / supply_integral(uF, False, linear) - 1)
cold = wkb_integral(uF, phi, E00, False)
hot_fixed = wkb_integral(uF, phi, E00, True)
curved_increase = hot_fixed / cold - 1
uF_hot = fermi_thermal(uF)
assert abs((uF_hot - uF) / (-np.pi**2 * kT**2 / (12 * uF)) - 1) < 0.1
all_increase = full_increase(N, phi)
N_full = brentq(lambda n: full_increase(n, phi) - increase, 3e25, 3e26, rtol=1e-11)
E00_full = char_energy(N_full)


def grid_increase(image_strength):
    hot = supply_integral(uF_hot, True,
                          lambda e: grid_exponent(e, uF_hot, N, image_strength))
    base = supply_integral(uF, False,
                           lambda e: grid_exponent(e, uF, N, image_strength))
    return hot / base - 1


assert abs(grid_increase(0.0) - all_increase) < 1e-3
image_strength = q / (16 * np.pi * eps)
image_increase = grid_increase(image_strength)
w = width(N, Eb)
s = np.linspace(1e-4, 1, 20001)
image_top = np.max(Eb * (1 - s)**2 - image_strength / (s * w)) - uF
mimic = brentq(lambda d: wkb_integral(uF, phi - d, E00, False) / cold
               - 1 - increase, 0, 0.1)
over = quad(lambda E: expit(-E / kT), phi, phi + 40 * kT)[0] / hot_fixed
alpha = (1 - mass_ratio)**2 / gap
uF_kane = (np.sqrt(1 + 4 * alpha * uF) - 1) / (2 * alpha)
prefactor = q**3 * m / (2 * np.pi**2 * hbar**3)
rho_standard = 1e4 / (prefactor * np.exp(-b_fermi) / c1 * (1 + increase))
rho_full = 1e4 / (prefactor * wkb_integral(uF_hot, phi, E00, True))

print(f"Effective mass: {mass_ratio:.2f} electron masses")
print(f"Relative permittivity: {eps_ratio:.1f}")
print(f"Barrier phi_B: {phi:.2f} eV")
print(f"Temperature: {temperature:.0f} K; kT: {kT:.5f} eV")
print(f"Given conductance increase: {100*increase:.1f} percent")
print(f"Root x: {x:.5f}; two-term series: {x_series:.5f}")
print(f"Slope c1: {c1:.4f} 1/eV; c1*kT: {c1*kT:.4f}")
print(f"Shortcut E00 (L=1): {E00_short:.4f} eV")
print(f"Barrier ratio phi_B/u_F needed for L=1: {np.sinh(1)**2:.4f}")
print(f"Self-consistent E00: {E00:.4f} eV")
print(f"Self-consistent doping N: {N*1e-6:.3e} cm^-3")
print(f"Fermi energy u_F: {uF:.4f} eV; phi_B/u_F: {phi/uF:.4f}")
print(f"Factor L: {L:.4f}; band bending E_b: {Eb:.4f} eV")
print(f"High-barrier log factor: {0.5*np.log(4*phi/uF):.4f}")
print(f"E00 from log factor at same u_F: {0.5*np.log(4*phi/uF)/c1:.4f} eV")
print(f"Forward-test increase: {100*forward:.4f} percent")
for barrier in (0.30, 0.60, 0.80):
    n = recover(increase, barrier)
    print(f"For phi_B {barrier:.2f} eV: E00 {char_energy(n):.4f} eV, N {n*1e-6:.3e} cm^-3")
for d in (0.076, 0.086):
    print(f"For increase {100*d:.1f} percent: E00 {char_energy(recover(d, phi)):.4f} eV")
print(f"Depletion width: {w*1e9:.3f} nm; mean donor spacing: {N**(-1/3)*1e9:.3f} nm")
print(f"WKB exponent at Fermi level: {b_fermi:.4f}; transmission: {np.exp(-b_fermi):.4f}")
print(f"Contact resistivity, standard, 300 K: {rho_standard:.3e} ohm cm2")
print(f"Contact resistivity, full WKB, 300 K: {rho_full:.3e} ohm cm2")
print(f"Increase with band bottom only: {100*bottom_increase:.3f} percent")
print(f"Increase with bottom and curvature: {100*curved_increase:.3f} percent")
print(f"Chemical-potential shift: {1000*(uF_hot-uF):.3f} meV")
print(f"Increase with shift also included: {100*all_increase:.3f} percent")
print(f"E00 from full WKB inversion: {E00_full:.4f} eV")
print(f"N from full WKB inversion: {N_full*1e-6:.3e} cm^-3")
for scale, err in zip((1, 10, 100), limit_errors):
    print(f"Energies times {scale}: relative error of increase {100*err:.3f} percent")
print(f"Barrier top with static image force: {image_top:.4f} eV above Fermi level")
print(f"Image-force lowering: {phi-image_top:.4f} eV")
print(f"Increase with image force: {100*image_increase:.3f} percent")
print(f"Exponent change per barrier change: {barrier_slope:.3f} 1/eV")
print(f"Barrier fall that imitates the signal: {1000*mimic:.2f} meV")
print(f"Over-barrier fraction at 300 K, no image force: {over:.2e}")
print(f"Rough gap for nonparabolicity: {gap:.1f} eV; u_F becomes {uF_kane:.4f} eV")
print("OK")
```

Printed output:

```
Effective mass: 0.20 electron masses
Relative permittivity: 8.9
Barrier phi_B: 0.45 eV
Temperature: 300 K; kT: 0.02585 eV
Given conductance increase: 8.1 percent
Root x: 0.67827; two-term series: 0.67708
Slope c1: 8.3514 1/eV; c1*kT: 0.2159
Shortcut E00 (L=1): 0.1197 eV
Barrier ratio phi_B/u_F needed for L=1: 1.3811
Self-consistent E00: 0.1201 eV
Self-consistent doping N: 7.454e+19 cm^-3
Fermi energy u_F: 0.3229 eV; phi_B/u_F: 1.3935
Factor L: 1.0034; band bending E_b: 0.7729 eV
High-barrier log factor: 0.8591
E00 from log factor at same u_F: 0.1029 eV
Forward-test increase: 8.1000 percent
For phi_B 0.30 eV: E00 0.1083 eV, N 6.057e+19 cm^-3
For phi_B 0.60 eV: E00 0.1291 eV, N 8.605e+19 cm^-3
For phi_B 0.80 eV: E00 0.1385 eV, N 9.900e+19 cm^-3
For increase 7.6 percent: E00 0.1226 eV
For increase 8.6 percent: E00 0.1179 eV
Depletion width: 3.194 nm; mean donor spacing: 2.376 nm
WKB exponent at Fermi level: 2.2117; transmission: 0.1095
Contact resistivity, standard, 300 K: 2.180e-08 ohm cm2
Contact resistivity, full WKB, 300 K: 2.660e-08 ohm cm2
Increase with band bottom only: 8.686 percent
Increase with bottom and curvature: 9.594 percent
Chemical-potential shift: -1.719 meV
Increase with shift also included: 8.999 percent
E00 from full WKB inversion: 0.1245 eV
N from full WKB inversion: 8.003e+19 cm^-3
Energies times 1: relative error of increase 18.449 percent
Energies times 10: relative error of increase 1.931 percent
Energies times 100: relative error of increase 0.198 percent
Barrier top with static image force: 0.1768 eV above Fermi level
Image-force lowering: 0.2732 eV
Increase with image force: 9.465 percent
Exponent change per barrier change: 6.351 1/eV
Barrier fall that imitates the signal: 11.33 meV
Over-barrier fraction at 300 K, no image force: 6.10e-08
Rough gap for nonparabolicity: 3.4 eV; u_F becomes 0.3054 eV
OK
```
